\section*{Pekar's strong-coupling polaron energy with a Gaussian wavefunction}

\section{Result}

A carrier in a polar oxide displaces the ions around it and is attracted by the polarization it has made. Let the carrier have isotropic band mass $m$ and couple to one longitudinal optical (LO) phonon branch of constant energy $\hbar\omega$. For a product of a Gaussian carrier function and the phonon state best suited to it, the lowest energy is
\begin{equation}
E=-\frac{\alpha^2}{3\pi}\,\hbar\omega ,\qquad
\alpha=\frac{A}{\hbar}\sqrt{\frac{m}{2\hbar\omega}},\qquad
A=\frac{e^2}{4\pi\varepsilon_0}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).
\label{result}
\end{equation}
Here $\varepsilon_\infty$ is the relative permittivity with the ions held still and $\varepsilon_s$ the static one. The bracket is written $1/\kappa$. Energies are counted from the band edge, without the phonon zero-point energy. For a hole, energy is counted as hole energy, so that its mass is positive.

The expression is an upper bound to the ground energy of the model at every $\alpha$. It is a good estimate only when $\alpha$ is large, and a different trial state does better for $\alpha<3\pi$.

\section{The Hamiltonian and its coupling}

In a crystal of volume $\Omega$ the Fröhlich Hamiltonian is
\begin{equation}
H=\frac{p^2}{2m}+\sum_k\hbar\omega\,a_k^\dagger a_k
+\sum_k\left(V_k a_k e^{i\mathbf k\cdot\mathbf r}+V_k^* a_k^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).
\label{H}
\end{equation}
It treats the crystal as a continuum and the ionic response as linear.

To eliminate the phonons, take a product state with normalized carrier function $\psi$ and average $H$ over $\psi$. With $\rho_k=\int|\psi|^2e^{i\mathbf k\cdot\mathbf r}d^3r$ and $T=\langle p^2/2m\rangle$, this leaves
\begin{equation}
H_\psi=T+\sum_k\left(\hbar\omega\,a_k^\dagger a_k+V_k\rho_k a_k+V_k^*\rho_k^*a_k^\dagger\right).
\end{equation}
Define $b_k=a_k+V_k^*\rho_k^*/\hbar\omega$. It differs from $a_k$ by a number, so it obeys the same commutation rules. Multiplying out,
\begin{equation}
\hbar\omega\,b_k^\dagger b_k=\hbar\omega\,a_k^\dagger a_k+V_k\rho_ka_k+V_k^*\rho_k^*a_k^\dagger
+\frac{|V_k|^2|\rho_k|^2}{\hbar\omega}.
\end{equation}
The first three terms on the right are those in $H_\psi$. Since $b_k^\dagger b_k\ge0$, the lowest energy has no $b$ quanta:
\begin{equation}
E[\psi]=T-\sum_k\frac{|V_k|^2|\rho_k|^2}{\hbar\omega}.
\label{elim}
\end{equation}

The coupling strength follows from electrostatics. The work needed to assemble a fixed charge density $e|\psi|^2$ in a linear medium of permittivity $\varepsilon$ is
\begin{equation}
W_\varepsilon=\frac{e^2}{8\pi\varepsilon_0\varepsilon}D,\qquad
D=\iint\frac{|\psi(\mathbf r)|^2|\psi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\end{equation}
Letting the ions relax changes $\varepsilon_\infty$ into $\varepsilon_s$, so their contribution is $W_{\varepsilon_s}-W_{\varepsilon_\infty}=-\tfrac12AD$. The response of the fast electrons is already part of the band structure and is not counted again. From the Fourier representation of $1/r$,
\begin{equation}
D=\frac1\Omega\sum_k\frac{4\pi}{k^2}|\rho_k|^2 .
\end{equation}
The phonon term in (\ref{elim}) must equal $-\tfrac12AD$ for any density. With $|V_k|=|V_{-k}|$, as in an isotropic medium, this requires
\begin{equation}
|V_k|^2=\frac{2\pi A\,\hbar\omega}{\Omega k^2}.
\label{V}
\end{equation}

\section{Pekar's functional}

With this coupling, (\ref{elim}) becomes
\begin{equation}
E[\psi]=\frac{\hbar^2}{2m}\int|\nabla\psi|^2d^3r-\frac A2 D[\psi].
\label{pekar}
\end{equation}
The second term is not a Coulomb repulsion of the carrier with itself. It is the energy gained because the polarization follows the carrier's average density.

Measure lengths in $l_0=\sqrt{\hbar/m\omega}$ and energies in $\hbar\omega$. The kinetic prefactor becomes $\tfrac12$, because $\hbar^2/(ml_0^2)=\hbar\omega$. For the other term, the definition of $\alpha$ gives $A=\alpha\hbar\sqrt{2\hbar\omega/m}$, hence
\begin{equation}
\frac{A}{l_0}=\alpha\hbar\sqrt{\frac{2\hbar\omega}{m}}\sqrt{\frac{m\omega}{\hbar}}=\sqrt2\,\alpha\,\hbar\omega ,
\qquad
\frac{E}{\hbar\omega}=\frac12\int|\nabla\psi|^2d^3r-\frac{\alpha}{\sqrt2}D .
\label{scaled}
\end{equation}

\section{The Gaussian minimum}

In these units take
\begin{equation}
\psi=\left(\frac{\lambda^2}{\pi}\right)^{3/4}e^{-\lambda^2r^2/2}.
\end{equation}
Each coordinate then has variance $1/(2\lambda^2)$, so $\langle r^2\rangle=3/(2\lambda^2)$. Since $\nabla\psi=-\lambda^2\mathbf r\,\psi$,
\begin{equation}
\frac12\int|\nabla\psi|^2d^3r=\frac{\lambda^4}{2}\langle r^2\rangle=\frac{3\lambda^2}{4}.
\end{equation}
In $D$ the points $\mathbf r$ and $\mathbf r'$ are independent. The variances add, so each component of $\mathbf s=\mathbf r-\mathbf r'$ is Gaussian with variance $1/\lambda^2$, and
\begin{align}
D&=4\pi\left(\frac{\lambda^2}{2\pi}\right)^{3/2}\int_0^\infty s\,e^{-\lambda^2s^2/2}ds
=\frac{4\pi\lambda^3}{(2\pi)^{3/2}}\,\frac1{\lambda^2}
=\lambda\sqrt{\frac2\pi}.
\end{align}
Multiplication by $-\alpha/\sqrt2$ gives the energy as a function of one parameter:
\begin{equation}
\frac{E(\lambda)}{\hbar\omega}=\frac{3\lambda^2}{4}-\frac{\alpha\lambda}{\sqrt\pi}.
\end{equation}
The derivative $3\lambda/2-\alpha/\sqrt\pi$ vanishes at $\lambda=2\alpha/(3\sqrt\pi)$. The second derivative, $3/2$, is positive, so this is the minimum. The two parts there are
\begin{equation}
\frac{T}{\hbar\omega}=\frac34\cdot\frac{4\alpha^2}{9\pi}=\frac{\alpha^2}{3\pi},\qquad
\frac{W}{\hbar\omega}=-\frac{\alpha}{\sqrt\pi}\cdot\frac{2\alpha}{3\sqrt\pi}=-\frac{2\alpha^2}{3\pi},
\end{equation}
and their sum is (\ref{result}). Here $W=-\tfrac12AD$ contains both the attraction and the elastic cost of the polarization. Minimizing the quadratures for kinetic and field energy directly, without these formulas, gives the same coefficient, $0.106103$.

If $\lambda$ is $x$ times its best value, $T$ is multiplied by $x^2$ and $W$ by $x$, so
\begin{equation}
\frac{E}{\hbar\omega}=\frac{\alpha^2}{3\pi}(x^2-2x)=-\frac{\alpha^2}{3\pi}\left[1-(x-1)^2\right].
\end{equation}
A ten per cent error in $\lambda$ costs one per cent of the energy.

In ordinary units, with $b=l_0/\lambda$ the Gaussian length,
\begin{equation}
E=-\frac{mA^2}{6\pi\hbar^2},\qquad b=\frac{3\sqrt\pi}{2\alpha}\,l_0=\frac{3\sqrt{\pi}\,\hbar^2}{\sqrt2\,mA}.
\label{ordinary}
\end{equation}
At fixed $A$ and $m$ the phonon frequency has dropped out. The polarization is static in this state, so its stiffness matters and its inertia does not. Several dispersionless LO branches would therefore give the same energy, provided that together they account for the same $1/\kappa$.

\section{How good the Gaussian is}

If lengths are further scaled by $1/\alpha$, both terms of (\ref{scaled}) become proportional to $\alpha^2$. The true minimum of Pekar's functional is thus a pure number times $\alpha^2\hbar\omega$. Varying $\psi$ at fixed norm gives a Schrödinger equation in the well
\begin{equation}
U(\mathbf r)=-A\int\frac{|\psi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r' .
\end{equation}
Solving its radial form self-consistently on a grid gives $-0.1085\,\alpha^2\hbar\omega$. The Gaussian misses $2.2\,\%$ of this energy.

The carrier level in the well is not the polaron energy. Since $\langle U\rangle=-AD=2W$, the level is $T+2W$, while the elastic cost $+\tfrac12AD=-W$ brings the total back to $T+W$. At the Gaussian minimum the mean level energy is
\begin{equation}
\epsilon=\left(\frac1{3\pi}-\frac4{3\pi}\right)\alpha^2\hbar\omega=-\frac{\alpha^2}{\pi}\hbar\omega=3E .
\label{level}
\end{equation}
The true minimizer also obeys $\epsilon=3E$, because stretching it must not lower $x^2T+xW$, which forces $W=-2T$. The grid solution gives $\epsilon=-0.3255\,\alpha^2\hbar\omega$, as required.

A product state assumes that the ions see only the average density. This is reasonable when the carrier's excitation energies in the well far exceed $\hbar\omega$. The computed gap between the lowest $s$ and $p$ levels in the frozen self-consistent well is $0.135\,\alpha^2\hbar\omega$, so the condition is $0.135\,\alpha^2\gg1$. This argument makes Pekar's functional plausible as the leading term at large $\alpha$; it does not prove it. The upper bound needs no such argument, since the product state is a legitimate trial state for (\ref{H}).

\section{The opposite limit}

For small $\alpha$ the best Gaussian gains only $\alpha^2\hbar\omega/3\pi$, which is much less than $\alpha\hbar\omega$. A Gaussian narrow enough to gain $\alpha\hbar\omega$ from the phonons has $\lambda=\sqrt\pi$ and costs a kinetic energy of $(3\pi/4)\hbar\omega$, while a wide one costs little but also gains little. A better trial state keeps the total momentum $\mathbf p+\sum_k\hbar\mathbf k\,n_k$ at zero, where $n_k=a_k^\dagger a_k$. Transform with $S=\exp(-i\mathbf r\cdot\sum_k\mathbf k\,n_k)$:
\begin{equation}
S^\dagger a_kS=a_ke^{-i\mathbf k\cdot\mathbf r},\qquad
S^\dagger\mathbf pS=\mathbf p-\sum_k\hbar\mathbf k\,n_k .
\end{equation}
The phase factors in the coupling cancel and $\mathbf p$ now stands for the conserved total momentum. Setting it to zero leaves
\begin{equation}
H_0=\sum_k\hbar\omega\,n_k+\frac{\hbar^2}{2m}\Big(\sum_k\mathbf k\,n_k\Big)^2+\sum_k\left(V_ka_k+V_k^*a_k^\dagger\right).
\end{equation}
Take a coherent state, $a_k|f\rangle=f_k|f\rangle$. Normal ordering splits the square into $\sum_kk^2n_k$ and a term whose average is $(\sum_k\mathbf k|f_k|^2)^2$. The latter vanishes when $|f_k|=|f_{-k}|$. Thus
\begin{equation}
\langle H_0\rangle=\sum_k\left[\left(\hbar\omega+\frac{\hbar^2k^2}{2m}\right)|f_k|^2+V_kf_k+V_k^*f_k^*\right].
\end{equation}
Completing the square again, with $f_k=-V_k^*/(\hbar\omega+\hbar^2k^2/2m)$, and using (\ref{V}) with $l^2=\hbar/2m\omega=l_0^2/2$,
\begin{align}
E_0&=-\sum_k\frac{|V_k|^2}{\hbar\omega+\hbar^2k^2/2m}
=-\frac{4\pi\cdot2\pi A}{(2\pi)^3}\int_0^\infty\frac{dk}{1+l^2k^2}\nonumber\\
&=-\frac A\pi\cdot\frac{\pi}{2l}=-\frac{A}{\sqrt2\,l_0}=-\alpha\,\hbar\omega .
\end{align}
The last step uses (\ref{scaled}). This too is an upper bound at every $\alpha$. The Gaussian energy lies below it when $\alpha^2/3\pi>\alpha$, that is, for $\alpha>3\pi\approx9.42$. Winning this comparison does not make the Gaussian accurate. Feynman's path-integral upper bound, not derived here, is about $-12.3\,\hbar\omega$ at $\alpha=3\pi$, so both bounds miss at least $23\,\%$ of the ground energy there, although the $s$--$p$ gap is already $12\,\hbar\omega$. At $\alpha=15$ the Gaussian still misses at least about a tenth.

Both constructions can be checked on a carrier on a ring coupled to two modes of opposite momentum. With phonon energy 1, coupling $0.5$ and recoil energy $0.5$, diagonalization gives a ground energy of $-0.3423$. The coherent state gives $-2(0.5)^2/(1+0.5)=-0.3333$, just above it. A product state with one chosen, unoptimized localized packet gives $+0.5588$. Localizing the carrier in that packet costs a kinetic energy of $1.00$ and gains only $0.44$ from the phonons. A wider packet does better, so this number illustrates the bound and not the best product state.

\section{A heavy hole in a hafnia-like oxide}

Take the rough values $\varepsilon_\infty=4.5$, $\varepsilon_s=20$, $\hbar\omega=70$ meV and $m=2$ electron masses. Then $1/\kappa=1/4.5-1/20=0.172$ and $A=0.248$ eV\,nm. The coupling constant is $\alpha=3.396$ and the oscillator length is $l_0=0.738$ nm. Hence
\begin{align}
b&=\frac{1.5\sqrt\pi}{3.396}\times0.738\ \text{nm}=0.578\ \text{nm},\\
E&=-\frac{3.396^2}{9.425}\,\hbar\omega\approx-1.22\,\hbar\omega\approx-86\ \text{meV}.
\end{align}
The rms radius is $\sqrt{3/2}\,b=0.71$ nm. The kinetic part is $+86$ meV and the phonon part $-171$ meV.

This is a correct bound but a poor estimate. The other trial state gives $-\alpha\hbar\omega=-238$ meV, so the Gaussian product misses at least $152$ meV, more than its own binding energy. The $s$--$p$ gap is only $1.56\,\hbar\omega$, which fails the adiabatic condition.

\paragraph{Heavier mass and the lattice.}
At fixed $A$ and $\omega$, $\alpha\propto\sqrt m$ while $b\propto1/m$. Reaching $\alpha=3\pi$ takes $2\,(9.425/3.396)^2=15.4$ electron masses, and $b$ shrinks to $0.075$ nm, below atomic spacings. To size the failure, cut the phonon wave numbers off at $k_c=(6\pi^2/v)^{1/3}=11.9$ nm$^{-1}$, with $v=0.035$ nm$^3$ per formula unit. For the Gaussian, $|\rho_k|^2=e^{-k^2b^2/2}$, and the fraction of the phonon sum beyond $k_c$ is $\operatorname{erfc}(k_cb/\sqrt2)$. At the heavier mass this is $37\,\%$; in the original example it is negligible. The same cutoff removes about $27\,\%$ of the other bound at the heavier mass, so the crossing mass is itself only a continuum figure. With these dielectric constants and this phonon energy, the continuum model therefore breaks down by the time the mass is large enough for the Gaussian bound to win.

\paragraph{A hole on one site.}
Since $|\rho_k|\le1$, no density can gain more from these phonons than $Ak_c/\pi=0.94$ eV. To lie below the continuum bound of $-0.24$ eV, a site-localized hole must have a band cost under about $0.70$ eV. Applying the same cutoff to that bound would weaken it by about a tenth and relax this condition slightly. A parabolic band with $m=2$, averaged over the sphere of radius $k_c$, costs $1.62$ eV, so such a state would lose at this mass; the same estimate reverses near 6 electron masses. A real valence band flattens away from its edge, which lowers the cost, and short-range bonding forces can add to the gain. The continuum model cannot decide this competition.

\paragraph{Temperature and field.}
At 358 K, $k_BT=31$ meV, and the Gaussian binding is $2.8\,k_BT$. The thermal phonon occupation is $0.12$, so a ground energy is not yet a free energy.

For a field $F$, suppose that the polarization stays frozen and the level stays at $\epsilon=-257$ meV. Outside the Gaussian the hole's energy is $-A/r-eFr$ along the field. Its maximum, $-2\sqrt{AeF}$, lies at $r=\sqrt{A/eF}$. The barrier falls to the level when
\begin{equation}
eF=\frac{\epsilon^2}{4A}=\frac{(0.257\ \text{eV})^2}{4\times0.248\ \text{eV\,nm}}\approx0.067\ \text{eV/nm},
\end{equation}
or $F\approx0.67$ MV/cm, with the barrier top at $1.9$ nm. A read field of 1 MV/cm exceeds this. The estimate does not predict a release rate, because a gap of only $1.56\,\hbar\omega$ does not justify keeping the polarization frozen while the hole moves.

\paragraph{Beside a real film.}
The permittivities and phonon energy are of the right size for hafnia. The hole mass is uncertain: it depends on direction and crystal phase, and by (\ref{ordinary}) the Gaussian energy is proportional to it, while the better bound at this coupling, $-\alpha\hbar\omega$, grows only as $\sqrt m$. Replacing the isotropic mass by 1, 2 and 4 electron masses along three axes, with the same geometric mean, changes the Gaussian energy only from $-86$ to $-82$ meV. Memory films break a stronger assumption, that of a perfect crystal. They are polycrystalline or amorphous and contain oxygen vacancies, whose deep levels can lie an electronvolt or more from the band edges. That is over ten times the Gaussian energy found here, which should not be read as a trap depth for charge retention. The numerical output below lists the values in full.

\section*{Table of computed values}
\begin{verbatim}
GENERAL RESULTS
Gaussian coefficient 1/(3 pi): 0.106103 alpha^2 phonon energies
coefficient from direct minimization: 0.106103
true Pekar minimum: -0.10851 alpha^2 phonon energies
Gaussian misses of the Pekar minimum: 2.22 %
s level in the true Pekar well: -0.3255 alpha^2 phonon energies
s-p gap in the true Pekar well: 0.1351 alpha^2 phonon energies
alpha where the two bounds cross, 3 pi: 9.425
SMALL TWO-MODE MODEL (phonon energy = 1)
coupling and recoil energy: 0.50, 0.50
ground energy by diagonalization: -0.34228
moving-frame coherent-state energy: -0.33333
product-state energy for the chosen carrier packet: 0.55875
EXAMPLE: HEAVY HOLE, HAFNIA-LIKE OXIDE (rough inputs)
eps_inf, eps_static: 4.5, 20.0
phonon energy: 70.0 meV
band mass: 2.0 electron masses
volume per formula unit: 0.035 nm^3
1/kappa: 0.1722
A = e^2/(4 pi eps0 kappa): 0.2480 eV nm
alpha: 3.396
oscillator length l0: 0.738 nm
Gaussian length b: 0.578 nm
rms radius of the density: 0.707 nm
kinetic part: 85.6 meV
phonon plus interaction part: -171.3 meV
Gaussian Pekar energy: -1.223 phonon energies
Gaussian Pekar energy: -85.6 meV
WHAT THE MODEL LEAVES OUT, FOR THIS EXAMPLE
moving-frame bound: -237.7 meV
energy missed, at least: 152.1 meV
s-p gap over phonon energy: 1.56
mass needed for alpha = 3 pi: 15.4 electron masses
Gaussian length at that mass: 0.0750 nm
lattice cutoff wave number: 11.92 1/nm
phonon sum lost to cutoff at that mass: 37.2 %
phonon sum lost to cutoff in the example: 5.9e-10 %
largest relaxation of a site-localized hole: 0.941 eV
its band cost for a parabolic band: 1.623 eV
anisotropic masses: 1, 2, 4 electron masses
Gaussian Pekar energy with these masses: -81.8 meV
temperature of use: 358 K
thermal energy kT: 30.9 meV
Pekar binding over kT: 2.78
thermal phonon occupation: 0.115
carrier level in the frozen well: -256.9 meV
field that opens the frozen well: 0.665 MV/cm
distance of the barrier top at that field: 1.93 nm
read field for comparison: 1.0 MV/cm
read-field drop over one rms radius: 70.7 meV
\end{verbatim}
